Incoherent Wafer Transmittance and the Bias of the Logarithmic Impurity Ratio, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The transmittance of a polished wafer

### A case that can be counted by hand

Let light of unit power fall on a transparent wafer whose two faces each reflect 30 percent of the power. The front face admits 0.70. At the back face 0.70 × 0.70 = 0.49 leaves, and 0.70 × 0.30 = 0.21 turns back. The front face returns 0.21 × 0.30 = 0.063 towards the back, where 0.063 × 0.70 = 0.0441 leaves. This second contribution has crossed the wafer three times. Each further round trip multiplies the emerging power by 0.30 × 0.30 = 0.09.

The total transmitted power is therefore

0.49 (1 + 0.09 + 0.09² + ...) = 0.49/0.91 = 0.538.

Of the transmitted light, a share 0.9100 has made one pass, 0.0819 has made three, and 0.0074 has made five. Now add an impurity that removes a very small fraction ε of the light in each pass. Light that made three passes loses 3ε, and light that made five loses 5ε. The fractional loss of the transmitted beam is ε times the mean number of passes. The first three groups contribute

0.9100 × 1 + 0.0819 × 3 + 0.0074 × 5 = 1.193,

and the longer paths raise the mean to 1.198. Someone who compares this wafer with an impurity-free one, and assigns the whole loss to a single pass, finds an absorption about 20 percent too large.

This count contains the mechanism, but it leaves three questions. Why may powers be added, when light waves interfere? What happens if the host crystal absorbs too? How does the error change when the impurity line is not weak? The first question is settled in this part, and the other two in the second.

### Assumptions and conventions

The wafer has thickness d and plane, parallel, polished faces, with air on both sides. The beam is collimated and falls at normal incidence. The impurity is spread uniformly through the thickness. Transmittance means transmitted power divided by the power recorded without the wafer; thermal emission and detector nonlinearity are taken to have been removed.

The wavenumber ν̃ is the inverse wavelength in air, treated as vacuum. The absorption coefficient α describes intensity, so one pass multiplies the power by exp(−αd). The absorbance of one pass is

x = αd,

with natural logarithms throughout. The refractive index is n, and R is the power reflectance of one face.

### Lemma 1: one face

**Statement.** For negligible absorption within a wavelength, a face has the same power reflectance from either side,

R = [(n − 1)/(n + 1)]²,

and the product of the field transmission coefficients into and out of the wafer is 1 − R.

**Proof.** Let a wave of unit electric field pass from a medium of index n₁ to one of index n₂. Call the reflected field r and the transmitted field t. The tangential electric field is continuous. So is the tangential magnetic field, which is proportional to index times electric field and changes sign for the returning wave. Hence

1 + r = t,

n₁(1 − r) = n₂t.

Substituting the first equation into the second gives n₁ − n₁r = n₂ + n₂r. Therefore

r = (n₁ − n₂)/(n₁ + n₂),

t = 1 + r = 2n₁/(n₁ + n₂).

Exchanging the media changes the sign of r and leaves r² unchanged. With indices 1 and n this gives the stated R. The two transmission coefficients are 2/(1 + n) on entering and 2n/(1 + n) on leaving, and their product is

4n/(n + 1)² = [(n + 1)² − (n − 1)²]/(n + 1)² = 1 − R. ∎

For R = 0.30, solving (n − 1)/(n + 1) = √R gives

n = (1 + √R)/(1 − √R) = 3.42,

which is roughly the index of silicon in the middle infrared.

Absorption gives the index an imaginary part k. The field then decays as exp(−2πν̃kz) and the intensity as exp(−4πν̃kz), so k = α/(4πν̃). The reflectance becomes

R = [(n − 1)² + k²]/[(n + 1)² + k²],

which differs from the transparent value in order k². For α = 1.8 cm⁻¹ at 1107 cm⁻¹, k is about 1.3×10⁻⁴ and k² about 2×10⁻⁸. Using the transparent R is then safe. It fails for a band so strong that k is a sizeable fraction of n − 1. For n = 3.42, k = 0.3(n − 1) already raises R by 6 percent of its value, and the intensity then falls by a factor e within about a tenth of a vacuum wavelength.

### Lemma 2: the coherent wafer

**Statement.** Let ρ = R exp(−x) and θ = 4πν̃nd. A perfectly parallel wafer in monochromatic light transmits

T_coh = (1 − R)² exp(−x)/|1 − ρ exp(iθ)|².

**Proof.** One pass multiplies the field by

p = exp(2πiν̃nd) exp(−x/2).

The factor x/2 appears because x describes intensity, the square of the field. The directly transmitted field is (1 − R)p by Lemma 1. Each further round trip adds two passes and two internal reflections. The internal reflection coefficient is (n − 1)/(n + 1), so two reflections contribute its square, R. The round-trip factor is thus

Rp² = R exp(−x) exp(4πiν̃nd) = ρ exp(iθ).

Since ρ < 1, the fields sum to

(1 − R)p [1 + ρ exp(iθ) + ρ² exp(2iθ) + ...] = (1 − R)p/[1 − ρ exp(iθ)].

The incident and transmitted waves both travel in air, so the power ratio is the squared magnitude of this field, and |p|² = exp(−x). ∎

The denominator is (1 − ρ)² when the emerging waves are in phase and (1 + ρ)² when successive waves are opposed. For R = 0.30 and x = 0.056, T_coh swings between about 0.28 and 0.90 as the wavenumber changes. An interference fringe is therefore much larger than a weak impurity line, and it must be either resolved or averaged away.

### Theorem 1: the phase-averaged wafer

**Statement.** If intensity is averaged uniformly over θ, with R and x held fixed, the transmittance is

T(x) = (1 − R)² exp(−x)/[1 − R² exp(−2x)].

**Proof.** Expand the field denominator and its complex conjugate:

1/|1 − ρ exp(iθ)|² = Σₘ Σₗ ρ^(m+l) exp[i(m − l)θ],

where m and l run from 0 to infinity. Collect the terms with a given difference j = |m − l|. For j = 0 their coefficient is

1 + ρ² + ρ⁴ + ... = 1/(1 − ρ²).

For j > 0, the smaller index l runs from 0 upwards and the larger is l + j. These terms have magnitude ρ^(2l+j), and the two signs of m − l combine into 2 cos(jθ). Their coefficient is

2(ρ^j + ρ^(j+2) + ...) = 2ρ^j/(1 − ρ²).

Therefore

1/|1 − ρ exp(iθ)|² = [1 + 2ρ cos θ + 2ρ² cos 2θ + ...]/(1 − ρ²).

Every cosine averages to zero over a full turn of θ. What remains is 1/(1 − ρ²), with ρ² = R² exp(−2x). Multiplication by (1 − R)² exp(−x) gives T(x). ∎

**The same result from powers.** The light that leaves after m round trips has crossed two faces, suffered 2m reflections and made 2m + 1 passes. Its power is

(1 − R)² R^(2m) exp[−(2m + 1)x] = (1 − R)² exp(−x) [R² exp(−2x)]^m.

Summing over m gives T(x) again. The terms with m = l in the proof are these powers, and the terms with m ≠ l are the interference between different paths. Adding powers is thus a consequence of phase averaging, even though every individual wave may be coherent.

**Limits.** If R = 0, then T = exp(−x), the law of a single pass. If x = 0,

T = (1 − R)²/[(1 − R)(1 + R)] = (1 − R)/(1 + R).

The light returned from this transparent wafer consists of the first reflection R and all the light leaving through the front later:

R + (1 − R)²R(1 + R² + R⁴ + ...) = R + R(1 − R)/(1 + R) = 2R/(1 + R).

Transmitted and returned light add to (1 − R + 2R)/(1 + R) = 1, as energy conservation requires. For large x the denominator of T tends to 1, because light that has turned back is absorbed before it can emerge.

### How an instrument performs the average

A thickness variation across the beam can supply the phase average. One full turn of θ corresponds to a thickness change of 1/(2nν̃), half a wavelength inside the material. A uniform spread over one such interval suffices if the accompanying change in x is negligible.

An interferometric spectrometer can supply the average even for a perfectly parallel wafer. It records the Fourier components of the spectrum as a function of path difference s, up to a maximum L. A component cos(2πν̃s) belongs to path difference s. The fringe phase can be written

jθ = 2πν̃(2njd),

so the fringe terms in Theorem 1 belong to path differences 2nd, 4nd and so on. If n and x are constant and

L < 2nd,

no fringe term is recorded, and the spectrum is T(x).

Across an absorption line x is not constant, which spreads each Fourier component over a range of s. To find the range, consider a Lorentzian of unit height and full width Γ at half maximum, with u the wavenumber measured from its centre. The integral

∫₀^∞ πΓ exp(−πΓs) cos(2πus) ds = (πΓ)²/[(πΓ)² + (2πu)²] = 1/[1 + (2u/Γ)²]

shows that its components fade over the distance 1/(πΓ). Both L and the gap 2nd − L should be many times this distance. The first condition preserves the line, and the second keeps the broadened fringe component outside the record.

For d = 0.070 cm, n = 3.42 and a resolution of 4 cm⁻¹, taken here as 1/L, the values are L = 0.250 cm and 2nd = 0.479 cm. With Γ = 32 cm⁻¹, 1/(πΓ) is 0.010 cm, so both conditions hold. The fringe spacing is 1/(2nd) = 2.09 cm⁻¹. At substantially finer resolution, with L beyond 0.479 cm, fringes enter the record and Theorem 1 no longer describes it without further averaging.

### Lemma 3: from transmittance back to absorbance

**Statement.** For 0 < R < 1, put b = (1 − R)² and y = exp(−x). A measured phase-averaged transmittance T determines

y = 2T/[b + √(b² + 4R²T²)],

and then x = −ln y.

**Proof.** Theorem 1 reads T = by/(1 − R²y²). Multiplying by the denominator and moving all terms to one side gives

R²T y² + b y − T = 0.

The product of the roots is −1/R², which is negative, so exactly one root is positive. It is

y = [−b + √(b² + 4R²T²)]/(2R²T).

Multiply numerator and denominator by b + √(b² + 4R²T²). The numerator becomes (b² + 4R²T²) − b² = 4R²T². Cancelling 2R²T leaves the stated form. ∎

The second form avoids subtracting nearly equal numbers when R is small, and it gives y = T when R = 0. A physical wafer has 0 < y ≤ 1. A result above 1 shows that the measured T exceeds (1 − R)/(1 + R). For a nearly transparent wafer noise alone can cause this; an excess beyond the noise means that R, the intensity scale or the model is wrong.

## Part II. The ratio to an impurity-free reference

### Symbols and results carried over

R is the power reflectance of each face, d the thickness, α an absorption coefficient and x = αd an absorbance with natural logarithms. From here on, x₀ is the absorbance of the host and x the additional absorbance of the impurity. The phase-averaged transmittance at total absorbance X is

T(X) = (1 − R)² exp(−X)/[1 − R² exp(−2X)].

It is a sum over light that has made 1, 3, 5, ... passes. The reference and the sample have the same R, d and x₀. Their transmittances are T_ref = T(x₀) and T_sample = T(x₀ + x). The simple reading is

A = ln(T_ref/T_sample).

If each beam crossed the wafer once, A would equal x. Define also

q = R² exp(−2x₀),

the factor by which one round trip reduces the power in the reference.

### Theorem 2: the bias of the simple reading

**Statement.** Under these assumptions, with 0 < R < 1, x₀ ≥ 0 and x > 0:

(a) A = x + ln{[1 − q exp(−2x)]/(1 − q)}.

(b) As x tends to zero, A/x tends to

F = (1 + q)/(1 − q),

and the next order is A/x = F − 2qx/(1 − q)² + O(x²).

(c) The ratio A/x falls steadily as x grows and satisfies 1 < A/x < F. The excess A − x tends to −ln(1 − q) for large x.

(d) For R = 0.30 and a transparent host, F = 1.198. A weak line is overestimated by about 20 percent of its true absorbance.

**Proof of (a).** Take the logarithm of each transmittance:

ln T_ref = 2 ln(1 − R) − x₀ − ln(1 − q),

ln T_sample = 2 ln(1 − R) − x₀ − x − ln[1 − q exp(−2x)].

The last term of the second line follows from R² exp[−2(x₀ + x)] = q exp(−2x). Subtracting the second line from the first cancels the face losses 2 ln(1 − R) and the single-pass host loss x₀. The multiple-pass denominators remain and give (a).

We have derived the phase-averaged transmittance of a polished wafer and its inversion, and proved part (a) of Theorem 2, the exact expression for the simple reading. The proofs of parts (b) to (d) remain, followed by the correction of the reading, a worked example for oxygen in silicon, and other sources of error.

Numbers in the example were calculated in double precision.
